# The Dominant Energy of Thermally Assisted Source-Drain Tunnelling

In a transistor with a very short channel, electrons can leave the source in two ways: over the channel barrier, or through it. Few electrons have enough energy to pass near the top, and those lower down meet a thicker barrier. This problem finds the energy at which the compromise is struck.

**Setting.** An electron of constant effective mass $m$ moves coherently in one subband along $x$. The barrier $V(x)$ is given, smooth and single-humped, with top $V_0$ and flanks of non-zero slope. Energies $E$ are measured from the source band edge, where $V\to0$. The source has Fermi level $\mu$ and temperature $T$, and $\beta=1/kT$. The algebra uses atomic units, $\hbar=m_e=e=1$; numbers are in eV and angstrom. The transmission is written $\mathcal T(E)$. Well below the top it is taken in the WKB form

$$\mathcal T(E)\simeq e^{-2S(E)},\qquad S(E)=\int_{x_1}^{x_2}\sqrt{2m\,(V(x)-E)}\;dx ,$$

where $x_1(E)<x_2(E)$ are the turning points, $V(x_{1,2})=E$. This requires $2S\gg1$ and an energy not too close to the band edge, where the wavelength in the source becomes long and the form can fail.

## (a) Which product must be maximized?

*Show that in the Fermi tail the current per unit energy is proportional to one and the same function of $E$ at low and at finite drain bias.*

**Solution.** At low bias the conductance of a spin-degenerate subband is

$$G=\frac{2e^2}{h}\int \mathcal T(E)\,\bigl(-f'(E)\bigr)\,dE,\qquad f=\frac1{e^{z}+1},\quad z=\beta(E-\mu).$$

Differentiating, and then multiplying numerator and denominator by $e^{-2z}$,

$$-f'=\frac{\beta e^{z}}{(e^{z}+1)^2}=\frac{\beta e^{-z}}{(1+e^{-z})^2}\simeq\beta e^{-z}\qquad(e^{-z}\ll1).$$

The relative error of the last step is about $2e^{-z}$.

At finite bias the drain Fermi level lies lower by an energy $U$, and the current contains $f_S-f_D$ instead of $-f'$. In the tail

$$f_S-f_D\simeq e^{-z}-e^{-z-\beta U}=(1-e^{-\beta U})\,e^{-z}.$$

The bracket does not depend on $E$. In both cases the energy dependence is that of

$$P(E)=e^{-\beta(E-\mu)}\,e^{-2S(E)},$$

provided that $V(x)$ is the barrier present at the bias in question.

## (b) Where is the product stationary?

*Differentiate $\ln P$ and interpret the condition.*

**Solution.** The turning points move with $E$, so their contribution must be checked. When $E$ changes by $\delta$, the strip gained or lost at each end has a width of order $\delta$, and the integrand there is of order $\sqrt\delta$. The strips contribute at order $\delta^{3/2}$, which drops out of the first derivative. What remains is the derivative of the integrand:

$$\frac{\partial}{\partial E}\sqrt{2m(V-E)}=-\frac{m}{\sqrt{2m(V-E)}}=-\sqrt{\frac m2}\,\frac1{\sqrt{V-E}} .$$

Multiplying by 2 and defining $\tau$ as the negative slope of $2S$,

$$\tau(E)\equiv-\frac{d(2S)}{dE}=\sqrt{2m}\int_{x_1}^{x_2}\frac{dx}{\sqrt{V(x)-E}} .$$

The integrand diverges at the ends only as an inverse square root, so the integral is finite for $0<E<V_0$.

This is a classical time. Turn the barrier upside down, so that a particle of energy $-E$ moves in the potential $-V$. Its speed is $v=\sqrt{2(V-E)/m}$, and a full oscillation takes $2\int dx/v=\sqrt{2m}\int dx/\sqrt{V-E}=\tau$. Call $\tau$ the bounce time. Now

$$\frac{d\ln P}{dE}=-\beta+\tau(E),$$

and the stationary energy obeys

$$\boxed{\tau(E^*)=\beta=\frac1{kT}}$$

or $\tau=\hbar/kT$ in ordinary units. Raising the energy by $dE$ costs a factor $e^{-\beta\,dE}$ in occupation and gains $e^{\tau\,dE}$ in transmission; at $E^*$ the two balance.

## (c) Is the stationary point a maximum?

*Find the conditions for a single interior maximum, and the width of the energy window around it.*

**Solution.** A second differentiation gives $(\ln P)''=\tau'(E)$, so a maximum needs a bounce time that falls with energy. If $\tau$ rose with energy throughout and passed the value $\beta$, the stationary point would be a minimum, and the largest $P$ would lie at an end of the energy range.

Suppose that $\tau$ is continuous and strictly decreasing on $0<E<V_0$. Three cases follow from the sign of $\tau-\beta$.

- If $\tau(V_0)<\beta<\tau(0^+)$, then $P$ rises up to $E^*$ and falls beyond it. There is one interior maximum.
- If $\beta\le\tau(V_0)$, the temperature is high, $P$ rises all the way, and its maximum is at the barrier top.
- If $\beta\ge\tau(0^+)$, which can happen only when $\tau(0^+)$ is finite, $P$ falls all the way from the band edge.

Near an interior maximum, expansion to second order gives

$$P(E)\simeq P(E^*)\,e^{-(E-E^*)^2/2\sigma^2},\qquad \sigma^2=\frac1{|\tau'(E^*)|}.$$

The condition does not require a symmetric barrier. Take $V=V_0e^{-y^2}-\tfrac12\Delta(1+\tanh y)$ with $y=x/(30$ angstrom$)$, $V_0=0.5$ eV and a drain drop $\Delta=0.1$ eV. Its top lies at 0.451 eV. For $m=0.2$ and 300 K, solving $\tau=\beta$ by quadrature and maximizing $P$ directly both give 0.2210 eV.

## (d) What happens at the top, and for a parabola?

*Evaluate $\tau$ for $V=V_0-\tfrac12m\omega^2x^2$. Deduce the crossover temperature, and decide whether smoothness alone ensures an interior maximum.*

**Solution.** Let $\varepsilon=V_0-E$. The turning points are $\pm x_0$ with $x_0^2=2\varepsilon/(m\omega^2)$, and $V-E=\tfrac12m\omega^2(x_0^2-x^2)$. Therefore

$$\tau=\sqrt{2m}\,\sqrt{\frac{2}{m\omega^2}}\int_{-x_0}^{x_0}\frac{dx}{\sqrt{x_0^2-x^2}}=\frac2\omega\,\pi=\frac{2\pi}{\omega}.$$

The energy has dropped out. Integrating $-d(2S)/dE=2\pi/\omega$ down from the top, where $S=0$, gives $2S=2\pi\varepsilon/\omega$ and

$$\ln P=-\beta(E-\mu)-\frac{2\pi}{\omega}(V_0-E),$$

a straight line in $E$. A parabola has no isolated interior maximum at any temperature: the largest $P$ is at one end of the range, or $P$ is constant when $\beta=2\pi/\omega$. Smoothness alone is therefore not enough. An interior maximum needs a bounce time that falls through the value $\beta$; a bounce time that falls over the whole range, as for the barrier of part (e), makes it the only maximum. A flat-topped barrier does not have this property: its $\tau$ rises again towards the top, $P$ can have one maximum inside and one at the top, and the crossover formula below does not apply.

Any smooth barrier with non-zero curvature at its top is parabolic there, so $\tau(V_0)=2\pi/\omega$. For decreasing $\tau$, the interior maximum exists only below

$$\boxed{kT_c=\frac{\omega}{2\pi}},\qquad \omega^2=\frac{|V''(x_{\rm top})|}{m}.$$

## (e) A barrier that can be solved in closed form

*Find $E^*$ for $V(x)=V_0/\cosh^2(x/a)$.*

**Solution.** Put $s=\sinh(x/a)$. Then $\cosh^2(x/a)=1+s^2$ and $dx=a\,ds/\sqrt{1+s^2}$, while

$$V-E=\frac{V_0}{1+s^2}-E=\frac{V_0-E-Es^2}{1+s^2}.$$

The factors $\sqrt{1+s^2}$ cancel in $dx/\sqrt{V-E}$. With $s_0^2=(V_0-E)/E$,

$$\tau=\sqrt{2m}\,\frac{a}{\sqrt E}\int_{-s_0}^{s_0}\frac{ds}{\sqrt{s_0^2-s^2}}=\pi a\sqrt{\frac{2m}{E}}=\frac{A}{2\sqrt E},\qquad A=2\pi a\sqrt{2m}.$$

This falls strictly with $E$ and diverges as $E\to0$, so the conditions of part (c) hold for every $T<T_c$. The action follows by integration from the top:

$$2S(E)=\int_E^{V_0}\frac{A}{2\sqrt{E'}}\,dE'=A\bigl(\sqrt{V_0}-\sqrt E\bigr).$$

Setting $A/(2\sqrt{E^*})=\beta$ gives $\sqrt{E^*}=A\,kT/2$, hence

$$\boxed{E^*=2m\,\pi^2a^2(kT)^2}\qquad(T<T_c).$$

In ordinary units the right side is divided by $\hbar^2$. The crossover is consistent with part (d). Near the top $V\simeq V_0(1-x^2/a^2)$, so $m\omega^2=2V_0/a^2$ and

$$kT_c=\frac1{2\pi a}\sqrt{\frac{2V_0}{m}}=\frac{2\sqrt{V_0}}{A},$$

which is the temperature at which $E^*$ reaches $V_0$.

The height $V_0$ is absent from $E^*$. It multiplies $P$ by the constant $e^{-A\sqrt{V_0}}$ and sets $T_c$, but does not move the peak. A longer channel or a heavier mass moves the peak up, because the gain in transmission per unit energy is then larger.

## (f) Shape, current and activation energy

*For the same barrier, find the form of $P$ around its peak, its energy integral, and the temperature dependence of the peak value.*

**Solution.** Use $A=2\beta\sqrt{E^*}$ and complete the square in $\sqrt E$:

$$\ln P=\beta\mu-A\sqrt{V_0}+2\beta\sqrt{E^*}\sqrt E-\beta E
=\ln P(E^*)-\beta\bigl(\sqrt E-\sqrt{E^*}\bigr)^2,$$

$$\ln P(E^*)=\beta\mu-A\sqrt{V_0}+\beta E^* .$$

Within the tail and WKB forms this is an identity. At $E=V_0$ it gives the gain of the peak over the barrier top,

$$\frac{P(E^*)}{P(V_0)}=\exp\Bigl[\beta\bigl(\sqrt{V_0}-\sqrt{E^*}\bigr)^2\Bigr].$$

The width follows from $\tau'=-\tau/(2E)$, which equals $-\beta/(2E^*)$ at the peak, so $\sigma=\sqrt{2E^*kT}$.

For the integral, let $u=\sqrt E$, $dE=2u\,du$, and extend the limits to $\pm\infty$. Writing $u=\sqrt{E^*}+y$, the term odd in $y$ vanishes, and

$$\int_0^{V_0}P\,dE\simeq P(E^*)\int_{-\infty}^{\infty}2\bigl(\sqrt{E^*}+y\bigr)e^{-\beta y^2}dy=P(E^*)\sqrt{4\pi E^*kT}.$$

Extending the limits is the only approximation made in this integral. It needs $\sqrt{\beta E^*}\gg1$ at the lower end and $\sqrt\beta\,(\sqrt{V_0}-\sqrt{E^*})\gg1$ at the upper end, and the second condition fails as $T\to T_c$.

For the temperature dependence, insert $\beta E^*=A^2/(4\beta)$ and hold $\mu$ fixed:

$$-\frac{d\ln P(E^*)}{d\beta}=-\mu+\frac{A^2}{4\beta^2}=E^*-\mu .$$

The apparent activation energy of the peak value is thus $E^*-\mu$, not the barrier height $V_0-\mu$. Since $E^*\propto T^2$, an Arrhenius plot of $P(E^*)$ is curved. The slope of the conductance itself is close to this value only where the tail and WKB forms both hold: for the parameters of part (h) it is 0.173 eV against $E^*-\mu=0.166$ eV at 300 K, but 0.262 eV against 0.335 eV at 400 K.

## (g) Beyond the tail and close to the top

*Replace both approximations in $P$ by forms that remain usable for $E$ near $\mu$ and for $E$ near $V_0$.*

**Solution.** At low bias, which is assumed from here on, the full thermal kernel is $-f'=\tfrac\beta4\cosh^{-2}(z/2)$, whose logarithmic slope is $-\beta\tanh(z/2)$.

For the transmission, solve the parabolic top. With $\xi=x\sqrt{m\omega}$ and $\lambda=(V_0-E)/\omega$, the Schrödinger equation is $\psi''+(\xi^2-2\lambda)\psi=0$. Try $\psi\sim\xi^{p}e^{i\xi^2/2}$ at large $|\xi|$. The leading terms give $\psi''\simeq[-\xi^2+i(2p+1)]\psi$, so $i(2p+1)=2\lambda$ and $p=-\tfrac12-i\lambda$. For $\xi>0$ this is the outgoing transmitted wave, with amplitude $C$. For $\xi<0$ the same exponential travels to the left and is the reflected wave, with amplitude $B$.

The two are joined by continuing $\xi=\rho e^{i\varphi}$ through the upper half-plane from $\varphi=0$ to $\pi$. The solution is the decaying one in the first quadrant, and becomes the growing one in the second, so the coefficient of this exponential is carried along unchanged. Then

$$B=Ce^{i\pi p}=-i\,C\,e^{\pi\lambda},\qquad \frac{1-\mathcal T}{\mathcal T}=\frac{|B|^2}{|C|^2}=e^{2\pi\lambda}=e^{2S}.$$

Hence $\mathcal T=1/(1+e^{2S})$ for a parabola. For other smooth barriers the same expression, with their own $S$, is an interpolation: near the top it follows the parabolic result, which is exact only for a true parabola, and far below the top it returns $e^{-2S}$. Its logarithmic slope is

$$\frac{d\ln\mathcal T}{dE}=\frac{e^{2S}}{1+e^{2S}}\,\tau=(1-\mathcal T)\,\tau .$$

The refined condition for the peak is therefore

$$\boxed{\tau(E)\,[1-\mathcal T(E)]=\beta\tanh\frac{E-\mu}{2kT}}$$

For $E-\mu\gg kT$ and $\mathcal T\ll1$ it reduces to $\tau=\beta$. The hyperbolic tangent lowers the thermal cost and moves the peak up; the factor $1-\mathcal T$ lowers the gain and moves it down.

The refined condition also gives the cold limit for $\mu>0$, which the simple law misses. If $\beta\gg\tau(\mu)$ and $\mathcal T\ll1$, the tangent must be small. Replacing it by its argument gives $\tau(\mu)\simeq\beta^2(E-\mu)/2$, or

$$E-\mu\simeq2\,\tau(\mu)\,(kT)^2 .$$

The peak settles on the Fermi level, whereas $E^*$ would sink towards the band edge.

## (h) Numbers for a short channel

*Take $m=0.2$, $V_0=0.5$ eV, $a=25$ angstrom, $\mu=0.05$ eV and 300 K. Find the dominant energy and judge the approximations.*

**Solution.** These are round model parameters; the barrier is 44 angstrom wide at half height. In ordinary units $1/(2m)$ becomes $\hbar^2/2m=19.05$ eV angstrom$^2$, and $kT=0.02585$ eV. Then

$$E^*=\frac{\pi^2(25)^2(0.02585)^2}{19.05}\ \text{eV}=0.216\ \text{eV}=0.00795\ \text{hartree}.$$

The crossover is at $T_c=456$ K, so 300 K lies on the tunnelling side. With $A=2\pi\cdot25/\sqrt{19.05}=35.99$ eV$^{-1/2}$,

$$2S(E^*)=35.99\,(0.7071-0.4652)=8.71,\qquad e^{-2S}=1.66\times10^{-4}.$$

The peak is $6.4\,kT$ above $\mu$, so the tail form is good there. The gain over the barrier top is $\exp[38.68\,(0.2419)^2]=9.6$.

The window is broad: $\sigma=\sqrt{2(0.2164)(0.02585)}=0.106$ eV, about $4kT$. The dominant energy is the maximum of a wide band, not a sharp line. The band is skewed towards higher energies, so the mean energy of the current lies above $E^*$. The upper cut is correspondingly visible, and quadrature of $P$ up to $V_0$ gives 0.973 of the closed-form integral.

The conductance in units of $2e^2/h$ is $\beta\int P\,dE$, or $38.68\times7.03\times10^{-8}=2.72\times10^{-6}$. A numerical solution of the Schrödinger equation with the full thermal kernel gives $3.02\times10^{-6}$, 11% above the closed form. At $E^*$ the numerical transmission is $2.01\times10^{-4}$, a factor 1.21 above the WKB value. This factor is nearly constant from 0.05 to 0.3 eV, so it hardly moves the peak, but it raises the conductance. Two effects lower the conductance: close to the top and above it the true transmission stays below the extended form $e^{-2S}$, which would exceed 1 above the top, and the full kernel is smaller than its tail form. In the numerical solution 99.4% of the conductance is carried below the barrier top.

The peak energies, in eV, show where each condition works:

| $T$ | $\tau=\beta$ | refined | numerical |
|---|---|---|---|
| 200 K | 0.096 | 0.109 | 0.109 |
| 300 K | 0.216 | 0.218 | 0.218 |
| 400 K | 0.385 | 0.366 | 0.364 |
| 600 K | 0.866 | 0.462 | 0.455 |

At 200 K the simple peak is only $2.7\,kT$ above $\mu$, and the tail form fails first. At 400 K the peak is close enough to the top for the factor $1-\mathcal T$ to matter. At 600 K, above $T_c$, the simple formula returns an energy above the barrier and no longer applies. The WKB product then has its maximum at $V_0=0.5$ eV, and the numerical peak lies 0.045 eV below it, less than one $kT$ at that temperature. For this barrier shape the crossover is thus a gradual change in the numerical solution, not a sharp transition. A flatter top behaves differently. For $V=V_0[\tanh((x+L)/w)-\tanh((x-L)/w)]/[2\tanh(L/w)]$ with $L=25$ and $w=10$ angstrom and the same $V_0$, $m$ and $\mu$, the curvature at the top gives 186 K, but $\tau$ has a minimum near 0.25 eV, and the numerical peak jumps from 0.17 eV at 340 K to 0.48 eV at 360 K. The last two columns use the same thermal kernel, so their differences at 400 and 600 K come from the error of the interpolated transmission near the top.

Channel length acts in the same two directions. At 300 K, $E^*$ reaches $V_0$ when $a=25\sqrt{0.5/0.2164}=38$ angstrom; in longer barriers of this shape the WKB product peaks at the top. For $a=20$ angstrom the simple law gives 0.139 eV and the numerical peak is at 0.150 eV. The simple value is only $3.4\,kT$ above $\mu$, and the refined condition, which includes the full kernel, agrees with the numerical peak within 0.0005 eV.

These results belong to a fixed barrier, one constant mass and coherent motion. Scattering in the channel, a non-parabolic band, or a barrier that shifts with temperature would change $\mathcal T(E)$ and can move the peak. The shift need not be small, since $E^*$ lies 0.28 eV below the top: multiplying $V-E$ in the action by the two-band factor $1-(V-E)/E_g$ with $E_g=1.12$ eV moves the maximum of $P$ at 300 K from 0.216 to 0.144 eV. The remaining values are in the numerical output.

## Numbers as computed

```
effective mass: 0.2 electron masses
barrier top V0: 0.5 eV; Fermi level mu: 0.05 eV
length a: 25.0 angstrom; full width at half height: 44.07 angstrom
temperature: 300 K; kT: 0.025852 eV
beta = 1/kT: 38.682 1/eV
hbar^2/(2m): 19.0499 eV angstrom^2
action constant A: 35.9893 eV^(-1/2)
dominant energy E*, formula: 0.21641 eV
dominant energy E*, formula: 0.007953 hartree
dominant energy, direct WKB maximization: 0.21641 eV
(E*-mu)/kT: 6.437
V0-E*: 0.28359 eV
window width sigma: 0.10578 eV
2S at E*: 8.7061
WKB transmission at E*: 1.6557e-04
numerical transmission at E*: 2.0111e-04
product P at E*: 2.6511e-07
gain P(E*)/P(V0): 9.618
top quantum hbar omega: 0.24689 eV
bounce time at the top: 25.449 1/eV
crossover temperature Tc: 456.0 K
integral of P, WKB quadrature: 6.8408e-08 eV
integral of P, closed form: 7.0293e-08 eV
ratio quadrature/closed form: 0.9732
conductance, numerical: 3.0246e-06 in 2e^2/h
conductance, closed form: 2.7191e-06 in 2e^2/h
share carried below V0, numerical: 0.9937
peak energies in eV: simple law, refined condition, numerical
  200 K: 0.0962, 0.1093, 0.1093
  300 K: 0.2164, 0.2177, 0.2176
  400 K: 0.3847, 0.3661, 0.3637
  600 K: 0.8656, 0.4617, 0.4554
a = 20.0 angstrom, 300 K, peaks in eV: simple 0.1385, numerical 0.1504
parabola bounce times at 0.05, 0.25, 0.45 eV: 25.448, 25.448, 25.448 1/eV
skewed barrier: length 30.0 angstrom, drop 0.1 eV
skewed barrier top: 0.4512 eV
skewed barrier peak from tau = beta: 0.22097 eV
skewed barrier peak, direct maximization: 0.22097 eV
```
